# Energy-current bound on the Drude weight of interacting spinless fermions, part 2

Can a current survive at finite temperature in a chain of interacting spinless fermions? On a ring of \(L\) sites (\(L\) even), with \(\hbar=e=1\),

\[
H=\sum_j h_j,\qquad h_j=-t\,k_j+V\tilde n_j\tilde n_{j+1},
\]

where \(t\) is the hopping amplitude, \(V\) the neighbour interaction, \(k_j=A_j+A_j^\dagger\), \(A_j=c^\dagger_{j+1}c_j\) and \(\tilde n_j=n_j-\tfrac12\). The lattice constant is \(a\), the mean density per site \(n\), the particle number \(N\), the chemical potential \(\mu\), and \(\beta=1/kT\). We abbreviate \(m=n-1/2\) and \(q=n(1-n)\). Wave numbers \(k\) are in units of \(1/a\).

The particle current is \(J=\sum_jj_j\), with \(j_j=it(A_j-A_j^\dagger)\). The energy current, which commutes with \(H\), is

\[
J_E=\sum_j\left[-it^2(B_j-B_j^\dagger)+Vj_js_j\right],\quad
B_j=c^\dagger_{j+1}c_{j-1},\quad s_j=\tilde n_{j-1}+\tilde n_{j+2}.
\]

The Drude weight \(D\) is defined by \(\mathrm{Re}\,\sigma(\omega)=2\pi aD\,\delta(\omega)+\text{regular part}\). With the thermal state \(\rho\propto e^{-\beta(H-\mu N)}\) and

\[
(A;B)=\int_0^1du\,\mathrm{Tr}\left(\rho^{1-u}A^\dagger\rho^{u}B\right),
\]

\(D\) is half the constant part of \(\beta(J(s);J)/L\) at long times \(s\) in the infinite chain. On a finite ring, the flux curvature is \(\langle K\rangle-\beta(J;J)\), with kinetic term \(\langle K\rangle\) and \(K=t\sum_jk_j\).

For the time average \(A_\tau=\frac1\tau\int_0^\tau ds\,J(s)\), the Mazur inequality states

\[
(A_\tau;A_\tau)\ge\frac{\langle JJ_E\rangle^2}{\langle J_E^2\rangle},
\]

which leads to

\[
D\ge B,\qquad B=\lim_{L\to\infty}\frac{\beta}{2L}\frac{\langle JJ_E\rangle^2}{\langle J_E^2\rangle}.
\]

As \(\beta\to0\) at fixed density, sites are occupied independently with probability \(n\). Then \(\langle s_j\rangle=2m\),

\[
j_j^2=t^2(A_jA_j^\dagger+A_j^\dagger A_j)
=t^2\left[n_{j+1}(1-n_j)+n_j(1-n_{j+1})\right],
\]

\(\langle j_j^2\rangle=2t^2q\), and the leading formula for the bound is

\[
B=\frac{4\beta V^2t^2m^2q}{t^2+V^2(1/2+2m^2)}+O(\beta^2).
\]

Q: Why should the density decide whether a particle current carries energy?

A: The side factor \(s_j\) tells how a moving particle is surrounded. Away from half filling its neighbours are on average more full or more empty than one half, so the motion carries interaction energy of a definite sign. At high temperature this is what ties \(J\) to \(J_E\), and the tied part cannot relax. At lower temperatures the two-site hops in \(J_E\) add to the overlap as well, as the next order in \(\beta\) will show.

The limits agree with this picture. The leading term vanishes for an empty or full chain, where nothing can move. For strong interaction, with \(\beta V\) still small, it approaches \(8\beta t^2m^2q/(1+4m^2)\).

Q: And for \(V\to0\)? Free fermions carry current without loss, yet your leading term vanishes.

A: In the free chain \(J\) itself is conserved. The same Mazur argument with \(J\) as the conserved quantity then gives \(\beta\langle J^2\rangle/2L=\beta t^2q\) at high temperature. The bound from \(J_E\) is a lower bound, and at high temperature it is a poor one near \(V=0\).

Q: "Sufficiently high temperature" is weaker than "finite temperature". What does the next order do?

A: It shows where caution is needed. Let \(\delta_j=n_j-n\). Then

\[
\tilde n_j\tilde n_{j+1}=m^2+m(\delta_j+\delta_{j+1})+\delta_j\delta_{j+1}.
\]

The linear terms sum to a multiple of \(N-nL\). Keeping the density fixed shifts the chemical potential so as to remove them: the other terms of \(H\) are uncorrelated with \(N\) in the product state. At \(\beta=0\), therefore,

\[
\frac{d\langle JJ_E\rangle}{d\beta}
=t\sum_i\langle JJ_Ek_i\rangle-V\sum_i\langle JJ_E\delta_i\delta_{i+1}\rangle .
\]

In the first sum the two-site hops of \(J_E\) can combine with two single hops. The interaction part cannot, since it would leave three single hops. The surviving operators are diagonal in wave number. With \(\varepsilon=-2t\cos k\) and \(v=2t\sin k\), they are \(\sum_kvn_k\) for \(J\), \(\sum_k\varepsilon vn_k\) for the two-site part, and \(\sum_k\varepsilon n_k\) for \(-t\sum_ik_i\).

The occupations \(n_k\) are independent at \(\beta=0\), their third central moment is \(q(1-2n)=-2mq\), and each of the three operators has mean zero. The average of \(\varepsilon^2v^2=4t^4\sin^22k\) over \(k\) is \(2t^4\). The first sum, per site, is thus

\[
-(-2mq)(2t^4)=4t^4mq .
\]

Q: And the interaction sum? Several bonds can contribute.

A: Three do, for each \(j_j^2s_j\). The operator \(j_j^2\) selects states with one of the sites \(j,j+1\) occupied.

On bond \(i=j\), \(\delta_j\delta_{j+1}=-q\) in those states, so \(\langle j_j^2\delta_j\delta_{j+1}\rangle=-2t^2q^2\). Multiplication by \(\langle s_j\rangle=2m\) gives \(-4t^2mq^2\).

On bond \(i=j-1\), the outer site gives \(\langle s_j\delta_{j-1}\rangle=q\), and the inner one gives

\[
\langle j_j^2\delta_j\rangle=t^2q[(1-n)-n]=-2t^2mq .
\]

The product is \(-2t^2mq^2\), and bond \(i=j+1\) gives the same by reflection. On any other bond an independent \(\delta\) averages to zero. The three add to \(-8t^2mq^2\). One factor \(V\) comes from \(J_E\) and \(-V\) from the expansion, so this sum contributes \(+8V^2t^2mq^2\). Altogether,

\[
\frac{\langle JJ_E\rangle}{L}=4t^2mq\left[V+\beta(t^2+2V^2q)+O(\beta^2)\right].
\]

For \(V>0\) the correction strengthens the overlap. For \(V<0\) it opposes it.

Q: So the bound could vanish away from half filling?

A: For weak attraction it does, at some temperature, and this follows from the expansion. At \(\beta\to0\) the bracket has the sign of \(V\). At \(\beta=2|V|/t^2\) it is \(|V|\) plus terms of order \(V^2/t\) or smaller, hence positive when \(|V|/t\) is small enough. By continuity there is a zero in between.

Such zeros are isolated. A standard theorem, which I quote, states that thermal averages in a chain with finite-range interactions are analytic in \(\beta\) and \(\beta\mu\) at every \(T>0\). I also use the positive compressibility of the chain, which makes the chemical potential at fixed density analytic. The overlap per site is then an analytic function of \(\beta\) that is nonzero near \(\beta=0\), and it cannot vanish on an interval.

The accurate statement is therefore as follows: for \(V\ne0\), \(0<n<1\) and \(n\ne1/2\), \(B>0\) at every \(T>0\) except possibly at isolated temperatures. At an exceptional temperature this one conserved current gives no information, and \(D\) may still be positive.

Q: Now half filling. Does the overlap vanish because \(m=0\) in your high-temperature formula, or for a deeper reason?

A: Symmetry makes it vanish at every temperature. Replace \(c_j\) by \((-1)^jc_j^\dagger\), which is consistent around the ring because \(L\) is even. Then

\[
A_j\to-c_{j+1}c_j^\dagger=c_j^\dagger c_{j+1}=A_j^\dagger,\qquad
\tilde n_j\to-\tilde n_j .
\]

So \(k_j\) and \(\tilde n_j\tilde n_{j+1}\) are unchanged, \(H\) is even, and \(j_j\to-j_j\). For the two-site hop the alternating signs cancel:

\[
B_j\to c_{j+1}c_{j-1}^\dagger=-B_j^\dagger,\qquad
B_j-B_j^\dagger\to B_j-B_j^\dagger .
\]

The interaction part \(j_js_j\) is a product of two odd factors. Hence \(J_E\) is even while \(J\) is odd. The exchange also maps \(N\) to \(L-N\), so the ensemble with \(\mu=0\) is invariant and has \(n=1/2\). Therefore

\[
\langle JJ_E\rangle=-\langle JJ_E\rangle=0,\qquad B=0\quad\text{at }n=\tfrac12 .
\]

Q: Then the half-filled chain has no Drude weight?

A: That does not follow. A lower bound of zero is compatible with any \(D\ge0\). The same symmetry removes every conserved quantity that is even under the exchange, so a positive bound at half filling would need one with an odd part.

Q: Let me see numbers. Is the bound a sizeable fraction of anything?

A: Take a model chain with round parameters: \(t=0.010\) eV, \(V=0.015\) eV, \(a=4\) angstrom, \(n=0.25\) and \(kT=0.025\) eV, which is 290 K. Then \(m=-0.25\), \(q=0.1875\) and \(\beta=40\) per eV. The leading formula gives

\[
B\approx\frac{4(40)(2.25\times10^{-4})(10^{-4})(0.0625)(0.1875)}
{10^{-4}+(2.25\times10^{-4})(0.625)}\ \text{eV}
=1.75\times10^{-4}\ \text{eV}.
\]

Full diagonalization of a twelve-site ring, with the density fixed on average, gives \(\langle JJ_E\rangle/L=-4.148\times10^{-7}\) eV³ and \(\langle J_E^2\rangle/L=1.177\times10^{-8}\) eV⁴. From these,

\[
B=\frac{40}{2}\,\frac{(4.148\times10^{-7})^2}{1.177\times10^{-8}}\ \text{eV}
=2.92\times10^{-4}\ \text{eV}.
\]

Going from ten to twelve sites changes \(B\) by about one part in \(10^5\). With the lattice constant, \(aB=1.17\times10^{-3}\) eV angstrom. In ordinary units the corresponding minimum weight is \(2\pi(e^2/\hbar)aB\), multiplying \(\delta(\hbar\omega)\).

Q: The leading formula is far too low. Is the expansion to blame?

A: At this temperature its first correction is large. The overlap bracket is

\[
V+\beta(t^2+2V^2q)=0.0150+40(1.844\times10^{-4})=0.0224\ \text{eV}.
\]

Multiplied by \(4t^2mq=-1.875\times10^{-5}\) eV², it gives \(-4.20\times10^{-7}\) eV³, about 1% larger in magnitude than the diagonalization result. The growth of the squared overlap outweighs that of the norm. As a test of the correction itself, a numerical derivative at \(\beta=0\) on eight sites gives \(-3.4568\times10^{-9}\) eV⁴, against \(-3.4570\times10^{-9}\) eV⁴ from the formula.

At \(kT=0.1\) eV the twelve-site \(B\) is 1.15 times the leading formula, and at 1 eV it is 1.015 times. For this repulsive chain the overlap kept one sign at all 25 temperatures tried on the twelve-site ring, spaced geometrically from \(kT=0.01\) to 10 eV. That is evidence for this case and not a proof for all repulsive chains.

Q: How much of the ring's own persistent current does the bound capture?

A: On the ring, the infinite-time average of the same correlation gives \(5.57\times10^{-4}\) eV for twelve sites, so \(B\) accounts for about 52% of it. This ring value moved by about 0.5% from ten sites and is not a computed Drude weight of the infinite chain.

The inequality also holds at finite times. At 100, 500 and 2000 fs, \((\beta/2L)(A_\tau;A_\tau)\) is \(7.06\), \(5.74\) and \(5.59\), in units of \(10^{-4}\) eV, always above \(B=2.92\) in the same units.

Q: Show me the approach to half filling and the attractive case.

A: With \(kT\), \(t\) and the repulsive \(V\) held fixed, the twelve-site bound falls from \(2.92\times10^{-4}\) eV at \(n=0.25\) to \(8.4\times10^{-5}\) eV at 0.40 and \(2.3\times10^{-5}\) eV at 0.45. The last step reduces it by a factor of 3.7, near the factor of 4 expected from \(m^2\) alone. At \(n=0.50\) it is zero to rounding. The rings' own values at half filling are \(7.1\), \(4.7\) and \(5.6\), in units of \(10^{-4}\) eV, for 8, 10 and 12 sites. They are positive but too irregular to extrapolate.

For attraction, set \(V=-0.005\) eV and keep \(t\) and \(n=0.25\). The overlap vanishes at \(kT=0.0191\) eV on both the eight-site and ten-site rings. The first-order expansion puts the zero at

\[
kT\approx\frac{t^2+2V^2q}{|V|}=0.0219\ \text{eV},
\]

about 14% higher. At its zero the ten-site ring still has a persistent value of \(7.0\times10^{-4}\) eV; eight and twelve sites give \(7.5\) and \(7.3\times10^{-4}\) eV, so this value is positive but not converged in size. The vanishing overlap is thus a failure of this bound, while the ring's current persists.

Q: Would a real conductor at room temperature show this protected current?

A: The argument does not establish that. The parameters describe no particular material, and real electrons have spin, longer-range repulsion, lattice vibrations and disorder. Each can destroy the conservation of \(J_E\), and then this proof supplies no positive bound.

One such effect can be sized. Add a second-neighbour repulsion \(V_2\sum_j\tilde n_j\tilde n_{j+2}\) with \(V_2=0.0015\) eV, a tenth of \(V\), and call the new Hamiltonian \(H'\). Expanding the correlation of \(J_E\) at short times \(s\) in the \(\beta=0\) state,

\[
\frac{\langle J_E(s)J_E\rangle}{\langle J_E^2\rangle}=1-\frac{\Omega^2s^2}{2}+\cdots,\qquad
\Omega^2=\frac{\langle(i[H',J_E])^2\rangle}{\langle J_E^2\rangle}.
\]

For the repulsive example at \(n=0.25\), an eight-site ring gives \(\Omega=9.2\times10^{-4}\) eV, or \(\hbar/\Omega\approx720\) fs. This time only expresses the initial curvature and is not a decay time. The quadratic law holds only for times short compared with \(\hbar/t\approx66\) fs, the scale of the chain's own motion, and the later decay is much slower than the law suggests: on the same ring the correlation is still about 0.95 at 720 fs, and about 0.96 on ten and twelve sites. The lifetime of the current would require the correlation at long times in a large system. The output of the main calculations follows this text.

## Values computed for the example and the checks

```
t = 0.0100 eV, V = 0.0150 eV, a = 4.0 angstrom
kT = 0.0250 eV (T = 290 K), density n = 0.25
relative norm [H,JE], 6 sites, t=1, V=0.7: 4.8e-17
relative norm [H,J], same ring: 0.495
L=8: B = 2.922779e-04 eV, ring D = 5.969979e-04 eV
L=8: flux curvature / kinetic term = 3.7e-05
L=10: B = 2.924370e-04 eV, ring D = 5.601785e-04 eV
L=10: flux curvature / kinetic term = -7.1e-07
L=12: B = 2.924333e-04 eV, ring D = 5.573857e-04 eV
L=12: flux curvature / kinetic term = 6.0e-09
relative shift of B from L=10 to 12: -1.3e-05
<J JE>/L = -4.14791e-07 eV^3 (L=12)
<JE^2>/L = 1.17669e-08 eV^4 (L=12)
B times a = 1.16973e-03 eV angstrom (L=12)
leading high-T formula for B at this kT: 1.75325e-04 eV
average over 100 fs: (beta/2L)(A;A) = 7.05990e-04 eV (L=12)
average over 500 fs: (beta/2L)(A;A) = 5.73615e-04 eV (L=12)
average over 2000 fs: (beta/2L)(A;A) = 5.58719e-04 eV (L=12)
d(<J JE>/L)/d beta at beta=0: -3.45684e-09 eV^4 (numerical)
same from formula: -3.45703e-09 eV^4
n = 0.10: B = 2.2971e-04 eV (L=12)
n = 0.25: B = 2.9243e-04 eV (L=12)
n = 0.40: B = 8.4055e-05 eV (L=12)
n = 0.45: B = 2.2961e-05 eV (L=12)
B/B(n=0.25) at n = 0.50, kT = 0.025 eV: 2.4e-32
n = 0.50, L=8: ring D = 7.09450e-04 eV
n = 0.50, L=10: ring D = 4.67213e-04 eV
n = 0.50, L=12: ring D = 5.63318e-04 eV
kT = 0.010 eV: B = 1.0145e-03 eV, B/leading = 2.3145
kT = 0.050 eV: B = 1.1564e-04 eV, B/leading = 1.3191
kT = 0.100 eV: B = 5.0530e-05 eV, B/leading = 1.1528
kT = 1.000 eV: B = 4.4470e-06 eV, B/leading = 1.0146
V = -0.005 eV, L=8: overlap zero at kT = 0.019133 eV
V = -0.005 eV, L=10: overlap zero at kT = 0.019149 eV
ring D at that zero (L=10): 7.0002e-04 eV
first-order estimate of the zero: kT = 0.021875 eV
second-neighbour repulsion V2 = 0.0015 eV
short-time frequency of JE (beta=0): 9.1856e-04 eV
corresponding time hbar/frequency: 717 fs
```
